# One-third-power fluctuations of the step bordering a crystal facet: verification in Python

```python
# RESULT UNDER TEST: the step bordering a crystal facet has transverse standard
# deviation w = c*xi, xi = [(kT)^2 R/(2 b^2)]^(1/3), so w grows as size^(1/3).
#   R  : in-plane radius of curvature of the facet edge (proportional to size)
#   b  : step stiffness (energy/length);  h : step height;  kT : thermal energy
#   c  : standard deviation of the unitary Tracy-Widom law
#   ell: correlation length along the step, 2 b xi^2/kT
# x runs from the facet into the rounded region. Steps do not cross.
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as e_charge
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize
from scipy.special import airy


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


# ---------- rough round parameters, regime of a bcc-iron particle ----------
T, h, a_lat, b, R = 900.0, 0.14, 0.29, 1.0, 1000.0   # K, nm, nm, eV/nm, nm
kT = k_B * T / e_charge                              # eV


def xi_of(radius, stiffness):
    return (kT**2 * radius / (2 * stiffness**2))**(1 / 3)


# ---------- moments of the outermost step from the Airy kernel ----------
def airy_edge_moments(nodes):
    z, wz = np.polynomial.legendre.leggauss(nodes)
    grid = np.linspace(-9, 6, 301)
    F = []
    for t in grid:
        x = t + (12 - t) * (z + 1) / 2
        root = np.sqrt(wz * (12 - t) / 2)
        A, Ap = airy(x)[:2]
        diff = x[:, None] - x[None, :]
        np.fill_diagonal(diff, 1.0)
        K = (np.outer(A, Ap) - np.outer(Ap, A)) / diff
        np.fill_diagonal(K, Ap**2 - x * A**2)
        F.append(np.linalg.det(np.eye(nodes) - root[:, None] * K * root))
    F = np.array(F)
    dt = grid[1] - grid[0]

    def integral(g):
        return dt * (g.sum() - (g[0] + g[-1]) / 2)
    m1 = grid[-1] - integral(F)
    m2 = grid[-1]**2 - integral(2 * grid * F)
    return -m1, np.sqrt(m2 - m1**2)      # mirrored: steps lie at x > 0


mean_u, c = airy_edge_moments(48)
mean_u2, c2 = airy_edge_moments(36)
assert abs(c - c2) < 1e-6 and abs(mean_u - mean_u2) < 1e-6
print("-- Universal numbers (lengths in units of xi)")
show("Mean distance of outermost step from facet edge", mean_u)
show("Standard deviation c", c)
show("Variance c^2", c**2)
show("Half-step level of the 3/2 profile", (3 * np.pi / 4)**(2 / 3))
show("Full-step level of the 3/2 profile", (3 * np.pi / 2)**(2 / 3))


# ---------- lattice steps with kinks, rounded region between two facets ----
# hop rate 1, driving force 1/theta per site; rounded region is 4*theta wide;
# the continuum length xi is theta^(1/3) sites
def lattice_edge(theta):
    xi = theta**(1 / 3)
    M = int(2 * theta + 12 * xi + 10)
    n = np.arange(-M, M + 1)
    V = eigh_tridiagonal(-n / theta, -np.ones(2 * M))[1][:, :M]
    lo = int(M - 2 * theta - 8 * xi)
    hi = int(M - 2 * theta + 8 * xi)
    K = V[lo:hi] @ V[lo:hi].T
    D = np.array([np.linalg.det(np.eye(j) - K[:j, :j]) if j else 1.0
                  for j in range(hi - lo + 1)])
    prob = D[:-1] - D[1:]
    pos = n[lo:hi]
    mean = (prob * pos).sum()
    width = np.sqrt((prob * (pos - mean)**2).sum())
    s = int(round(-2 * theta + 6 * xi))
    count = (V[:M + s + 1]**2).sum()     # mean number of steps up to 6 xi
    return width, (mean + 2 * theta - 0.5) / xi, count


print("-- Lattice steps with kinks: exact width against c*xi (in sites)")
thetas = [8, 27, 64, 216]
widths = []
for theta in thetas:
    width, mean_scaled, count = lattice_edge(theta)
    widths.append(width)
    print(f"rounded region {4*theta} sites: exact {width:.4f}, "
          f"c*xi {c*theta**(1/3):.4f}")
exponent = np.log(widths[-1] / widths[-2]) / np.log(thetas[-1] / thetas[-2])
profile_count = 2 / (3 * np.pi) * 6**1.5
assert abs(widths[-1] / (c * thetas[-1]**(1 / 3)) - 1) < 0.02
assert abs(exponent - 1 / 3) < 0.01
assert abs(mean_scaled / mean_u - 1) < 0.02
assert abs(count / profile_count - 1) < 0.03
show("Exponent from the two largest lattices", exponent)
show("Mean distance/xi, largest lattice", mean_scaled)
show("Steps within 6 xi of the edge, largest lattice", count)
show("Steps within 6 xi, 3/2 profile", profile_count)

# ---------- cubic term of the free energy: explicit sum on a ring ----------
sites, steps = 301, 15
ring = -np.roll(np.eye(sites), 1, axis=0) - np.roll(np.eye(sites), -1, axis=0)
levels = np.linalg.eigvalsh(ring)[:steps] + 2
# hop rate 1 per site length corresponds to kT/b = 2
cubic_ratio = levels.sum() / sites / (np.pi**2 * 2 / 6 * (steps / sites)**3)
assert abs(cubic_ratio - 1) < 0.01       # finite-number error is 1/steps^2
print("-- Continuum checks")
show("Ring energy / cubic law", cubic_ratio)

# ---------- 3/2 profile by numerical Legendre transform, anisotropic steps --
eps, phi0, x_out = 0.02, 0.3, 2.0
pressure = 2 * b / (h * R)


def line_energy(phi):
    return b * (1 + eps * np.cos(4 * phi))


def stiffness(phi):
    return b * (1 - 15 * eps * np.cos(4 * phi))


def edge_point(phi):
    H = 2 * line_energy(phi) / (h * pressure)
    dH = -8 * b * eps * np.sin(4 * phi) / (h * pressure)
    return np.array([H * np.cos(phi) - dH * np.sin(phi),
                     H * np.sin(phi) + dH * np.cos(phi)])


normal = np.array([np.cos(phi0), np.sin(phi0)])
r_test = edge_point(phi0) + x_out * normal


def minus_depth(v):
    phi, p = v
    p = abs(p)
    B = np.pi**2 * kT**2 / (6 * stiffness(phi) * h**3)
    f = line_energy(phi) * p / h + B * p**3
    along = r_test[0] * np.cos(phi) + r_test[1] * np.sin(phi)
    return -(p * along - 2 / pressure * f)


start = [[phi0, 0.05], [phi0 + 0.01, 0.05], [phi0, 0.07]]
fit = minimize(minus_depth, start[0], method="Nelder-Mead",
               options=dict(initial_simplex=start, xatol=1e-9, fatol=1e-13,
                            maxiter=2000, maxfev=4000))
d = 1e-4
R_edge = np.linalg.norm(edge_point(phi0 + d) - edge_point(phi0 - d)) / (2 * d)
xi_aniso = xi_of(R_edge, stiffness(phi0))
depth_law = h * 2 / (3 * np.pi) * (x_out / xi_aniso)**1.5
assert abs(-fit.fun / depth_law - 1) < 0.01
show("Anisotropic crystal: numerical depth / 3/2 law", -fit.fun / depth_law)

# ---------- curvature of the mean step removed: remaining force ----------
y, Rs, bs, Fp = sp.symbols("y R b F_p", positive=True)
u = sp.Function("u")(y)
x_step = u - y**2 / (2 * Rs)
full = bs / 2 * sp.diff(x_step, y)**2 - Fp * x_step
flat = bs / 2 * sp.diff(u, y)**2 - (Fp - bs / Rs) * u
rest = sp.expand((full - flat - sp.diff(-bs * y * u / Rs, y)).doit())
assert not rest.has(sp.Function("u"))

# ---------- correlations along the step: 11 steps against a far wall -------
da, n_f = 1 / 8, 11
grid_u = np.arange(-8 + da, 14, da)
E, W = eigh_tridiagonal(2 / da**2 - grid_u,
                        -np.ones(len(grid_u) - 1) / da**2)
E = E - E[n_f - 1]
cuts = grid_u[(grid_u > -4) & (grid_u < 7)]
overlap = np.array([W[grid_u > s][:, :n_f].T @ W[grid_u > s] for s in cuts])
single = np.linalg.det(overlap[:, :, :n_f])


def covariance(dist):                    # dist in units of ell
    L = (overlap * np.exp(dist * E[:n_f] / 2)[None, :, None]
         * np.exp(-dist * E / 2)[None, None, :])
    flat_L = L.reshape(len(cuts) * n_f, -1)
    G = (flat_L @ flat_L.T).reshape(len(cuts), n_f, len(cuts), n_f)
    joint = np.linalg.det(G.transpose(0, 2, 1, 3))
    return da**2 * (joint - np.outer(single, single)).sum()


var0 = covariance(0.0)
short = 2 * (var0 - covariance(0.05))
corr1, corr2 = covariance(1.0) / var0, covariance(2.0) / var0
assert abs(np.sqrt(var0) / c - 1) < 0.04
assert abs(short / (2 * 0.05) - 1) < 0.10    # next order in distance remains
assert 0 < corr2 < corr1 < 0.7 and corr2 < 0.4
show("Mean-square wandering over 0.05 ell / free-step law", short / 0.1)
show("Correlation coefficient at distance ell", corr1)
show("Correlation coefficient at distance 2 ell", corr2)


# ---------- inverse-square repulsion: sampled ground state in a trap -------
# units (kT)^2/b = 1; energy A/d^2 per pair with A = lam*(lam-1)
def log_psi(x, lam):
    i, j = np.triu_indices(len(x), 1)
    return lam * np.log(abs(x[i] - x[j])).sum() - (x**2).sum() / 2


x3, lam3, dd = np.array([-1.3, 0.2, 1.6]), 2.0, 1e-3
local = (x3**2).sum() / 2
for i in range(3):
    step = dd * np.eye(3)[i]
    up = np.exp(log_psi(x3 + step, lam3) - log_psi(x3, lam3))
    dn = np.exp(log_psi(x3 - step, lam3) - log_psi(x3, lam3))
    local -= (up + dn - 2) / (2 * dd**2)
    for j in range(i):
        local += lam3 * (lam3 - 1) / (x3[i] - x3[j])**2
assert abs(local - (3 / 2 + lam3 * 3)) < 1e-3


def trap_width(lam, N=12, chains=2000, sweeps=500):
    rng = np.random.default_rng(7)
    x = np.tile(np.sqrt(lam) * np.polynomial.hermite.hermgauss(N)[0],
                (chains, 1))
    outer = []
    for sweep in range(sweeps):
        for i in range(N):
            old = x[:, i].copy()
            new = old + 0.5 * rng.standard_normal(chains)
            others = np.delete(x, i, axis=1)
            ratio = np.prod((new[:, None] - others)
                            / (old[:, None] - others), axis=1)
            weight = abs(ratio)**(2 * lam) * np.exp(old**2 - new**2)
            x[:, i] = np.where(rng.random(chains) < weight, new, old)
        if sweep >= 100 and sweep % 5 == 0:
            outer += [x.max(axis=1), -x.min(axis=1)]
    force = np.sqrt(2 * (0.5 + lam * (N - 0.5)))   # trap force at the edge
    return np.std(np.concatenate(outer)) * (2 * force)**(1 / 3)


free_w, rep_w = trap_width(1.0), trap_width(2.0)
assert abs(free_w / c - 1) < 0.05        # 12 steps: finite-number error
show("Sampled width/xi, 12 steps, no repulsion", free_w)
show("Sampled width/xi, 12 steps, with repulsion", rep_w)

# ---------- worked example ----------
xi = xi_of(R, b)
ell = 2 * b * xi**2 / kT
print("-- Example: rough parameters, micrometre bcc-iron particle")
show("Temperature", T, "K")
show("Thermal energy kT", kT, "eV")
show("Step height h", h, "nm")
show("Step stiffness b", b, "eV/nm")
show("Edge radius R", R, "nm")
show("Remaining force b/R", b / R, "eV/nm^2")
show("Length xi", xi, "nm")
show("Mean distance of outermost step from edge", mean_u * xi, "nm")
show("Transverse standard deviation w", c * xi, "nm")
show("Correlation length ell", ell, "nm")
show("Sagitta ell^2/(2R)", ell**2 / (2 * R), "nm")
for radius in (100.0, 10000.0):
    show(f"w at R = {radius:.0f} nm", c * xi_of(radius, b), "nm")
print("-- Size of neglected effects")
show("Repulsion strength A used for sizing", 2 * kT**2 / b, "eV nm")
show("Width ratio with / without this repulsion", rep_w / free_w)
show("w with this repulsion", c * xi * rep_w / free_w, "nm")
for stiff in (0.5, 2.0):
    show(f"w for stiffness {stiff} eV/nm", c * xi_of(R, stiff), "nm")
show("In-plane lattice spacing", a_lat, "nm")
show("Lattice spacing / xi", a_lat / xi)
show("Typical step slope xi/ell", xi / ell)
show("ell/R", ell / R)
radii = np.linspace(0, R, 20001)         # loop energy with isotropic steps
loop = 2 * np.pi * b * radii - pressure * h * np.pi * radii**2
assert abs(loop[-1]) < 1e-9 * loop.max()
show("Radius of critical top-layer loop", radii[loop.argmax()], "nm")
show("Top-layer barrier / kT", loop.max() / kT)
print("checks complete")
```

Printed output:

```
-- Universal numbers (lengths in units of xi)
Mean distance of outermost step from facet edge: 1.7711
Standard deviation c: 0.90154
Variance c^2: 0.81278
Half-step level of the 3/2 profile: 1.7707
Full-step level of the 3/2 profile: 2.8108
-- Lattice steps with kinks: exact width against c*xi (in sites)
rounded region 32 sites: exact 1.7433, c*xi 1.8031
rounded region 108 sites: exact 2.6662, c*xi 2.7046
rounded region 256 sites: exact 3.5780, c*xi 3.6062
rounded region 864 sites: exact 5.3914, c*xi 5.4093
Exponent from the two largest lattices: 0.33705
Mean distance/xi, largest lattice: 1.7692
Steps within 6 xi of the edge, largest lattice: 3.1294
Steps within 6 xi, 3/2 profile: 3.1188
-- Continuum checks
Ring energy / cubic law: 0.99435
Anisotropic crystal: numerical depth / 3/2 law: 1.0003
Mean-square wandering over 0.05 ell / free-step law: 0.94624
Correlation coefficient at distance ell: 0.3264
Correlation coefficient at distance 2 ell: 0.12621
Sampled width/xi, 12 steps, no repulsion: 0.91465
Sampled width/xi, 12 steps, with repulsion: 1.0344
-- Example: rough parameters, micrometre bcc-iron particle
Temperature: 900 K
Thermal energy kT: 0.077556 eV
Step height h: 0.14 nm
Step stiffness b: 1 eV/nm
Edge radius R: 1000 nm
Remaining force b/R: 0.001 eV/nm^2
Length xi: 1.4434 nm
Mean distance of outermost step from edge: 2.5565 nm
Transverse standard deviation w: 1.3013 nm
Correlation length ell: 53.73 nm
Sagitta ell^2/(2R): 1.4434 nm
w at R = 100 nm: 0.60402 nm
w at R = 10000 nm: 2.8036 nm
-- Size of neglected effects
Repulsion strength A used for sizing: 0.01203 eV nm
Width ratio with / without this repulsion: 1.131
w with this repulsion: 1.4718 nm
w for stiffness 0.5 eV/nm: 2.0657 nm
w for stiffness 2.0 eV/nm: 0.81978 nm
In-plane lattice spacing: 0.29 nm
Lattice spacing / xi: 0.20091
Typical step slope xi/ell: 0.026865
ell/R: 0.05373
Radius of critical top-layer loop: 500 nm
Top-layer barrier / kT: 20254
checks complete
```
